Gap sensitivity of the tunnel current through a 4.5 eV vacuum barrier

**Question**

Two identical metal electrodes face each other across a vacuum gap of width d. The metal is described by free electrons with Fermi energy E_F = 7.0 eV, measured from the bottom of the band. The vacuum level lies φ = 4.5 eV above the Fermi level, so the top of the barrier is at U₀ = E_F + φ = 11.5 eV. The gap is widened from d = 0.7 nm to 0.8 nm, that is, by Δ = 0.1 nm (one angstrom), while the bias V = 10 mV is held fixed. These are rough values for copper electrodes in a tunnelling microscope.

Except where a part says otherwise, take a rectangular barrier, zero temperature, and electrons moving at right angles to the surfaces. The free-electron mass m applies everywhere, with 2m/ħ² = 26.2468 eV⁻¹ nm⁻². The symbol e denotes the positive elementary charge. The "factor" R is the current before widening divided by the current after it.

**(a) Find the decay constant κ of the wave function in the gap at the Fermi level.**

*Answer.* In the gap the potential energy is U₀, and the stationary Schrödinger equation reads

−(ħ²/2m) ψ'' + U₀ψ = Eψ.

Moving U₀ψ to the right and multiplying by −2m/ħ² gives

ψ'' = κ²ψ, with κ² = 2m(U₀ − E)/ħ².

Since E is below U₀, κ is real and the solutions are growing and decaying exponentials. At E = E_F the difference U₀ − E is φ, so

κ = √(2mφ)/ħ = √(26.2468 × 4.5) nm⁻¹ = 10.87 nm⁻¹.

The probability density of the decaying solution goes as exp(−2κx), with 2κ = 21.74 nm⁻¹.

**(b) Derive the transmission probability T of the gap, and simplify it for a thick barrier.**

*Answer.* Let the gap occupy 0 < x < d. In both metals the wavenumber is k = √(2mE)/ħ. For a wave arriving from the left with unit amplitude,

ψ = exp(ikx) + r exp(−ikx) for x < 0,
ψ = t exp[ik(x − d)] for x > d.

At x = d the right-hand wave has ψ = t and ψ' = ikt. The solution in the gap with this value and slope is

ψ = t {cosh[κ(x − d)] + (ik/κ) sinh[κ(x − d)]}.

Both ψ and ψ' must also be continuous at x = 0. Because cosh is even and sinh is odd,

1 + r = t [cosh κd − (ik/κ) sinh κd],
ik(1 − r) = t [ik cosh κd − κ sinh κd].

Divide the second equation by ik, using −κ/(ik) = iκ/k, and add it to the first. The reflected amplitude r drops out:

2 = t [2 cosh κd + i(κ/k − k/κ) sinh κd].

Hence

1/t = cosh κd + (i/2)(κ/k − k/κ) sinh κd.

The electron speed is the same on both sides, so T = |t|². Squaring the modulus and using cosh² = 1 + sinh²,

1/T = 1 + [1 + ¼(κ/k − k/κ)²] sinh² κd.

The square bracket equals ¼(κ/k + k/κ)², because the two squares differ by 4. Therefore

T = 1/(1 + C sinh² κd), with C = (k² + κ²)²/(4k²κ²).

Here k² + κ² is proportional to U₀, k² to E and κ² to U₀ − E, all with the same constant 2m/ħ². At the Fermi level

C = U₀²/(4E_Fφ) = 11.5²/(4 × 7.0 × 4.5) = 1.050.

For the thick-barrier limit, write sinh² κd = ¼[exp(2κd) − 2 + exp(−2κd)]. Then

1/T = (C/4) exp(2κd) [1 + (4/C − 2) exp(−2κd) + exp(−4κd)].

When exp(−2κd) is small, the last bracket is close to 1 and

T ≈ (4/C) exp(−2κd) = (16E_Fφ/U₀²) exp(−2κd).

In the example κd = 7.61 and 4/C = 3.811, which gives T = 9.40 × 10⁻⁷. The dropped terms amount to 4.5 × 10⁻⁷ of T itself. Direct numerical integration of the Schrödinger equation also gives 9.40 × 10⁻⁷ at 0.7 nm, and 1.07 × 10⁻⁷ at 0.8 nm.

The simplification fails for a very thin gap. If κd is well below 1, sinh κd ≈ κd and T ≈ 1/(1 + Cκ²d²), which is not exponential in d. The crossover lies near d = 1/κ, about 0.09 nm, where a sharp vacuum barrier is in any case no longer a sensible picture of two metals.

**(c) Find the low-bias current of one channel, and show that widening the gap by one angstrom reduces it by roughly a factor of nine.**

*Answer.* One channel means one mode of sideways motion, with both spin directions. In the range dk there are 2 dk/(2π) right-moving states per unit length. Each carries charge of magnitude e at speed v = (1/ħ) dE/dk, so the current they bring to the barrier is

e × (1/ħ)(dE/dk) × 2 dk/(2π) = (2e/h) dE,

since 2πħ = h. Speed and density of states have cancelled. A fraction T(E) gets through.

The bias lowers the levels of the right electrode by eV. States below E_F − eV are filled on both sides, and their opposite currents cancel because T is the same in both directions. What remains is

I = (2e/h) ∫ T(E) dE, from E_F − eV to E_F.

If T hardly changes over this window, the integral is T(E_F) eV and

I = (2e²/h) T(E_F) V.

To see when this holds, differentiate the exponent −2κd with respect to energy. From κ² = 2m(U₀ − E)/ħ² one has dκ/dE = −κ/(2φ) at the Fermi level, so

d(−2κd)/dE = κd/φ = 7.61/4.5 eV⁻¹ = 1.69 eV⁻¹.

Over 10 meV the exponential changes by about 1.7 %. The prefactor changes by less than 0.1 %, so T is nearly constant over the window.

With 2e²/h = 77.48 μS the current at 0.7 nm is

I = 77.48 × 10⁻⁶ S × 9.40 × 10⁻⁷ × 0.010 V = 0.73 pA.

In the ratio of currents before and after widening, the bias, the constant 2e²/h and the prefactor 4/C are common to both and cancel:

R = exp(−2κd)/exp[−2κ(d + Δ)] = exp(2κΔ).

With the numbers,

R = exp(21.736 nm⁻¹ × 0.1 nm) = exp(2.1736) = 8.79.

This is the factor of roughly nine. The current at 0.8 nm is 0.083 pA. Both currents were also computed by integrating over the bias window with the barrier tilted by the applied voltage, and their ratio is again 8.79.

In the thick-barrier limit neither d nor E_F appears in R; the exact formula gives 8.77 at d = 0.3 nm and 8.61 at 0.2 nm. The Fermi energy acts through the prefactor: for E_F = 2.0 eV, with φ and d held fixed, the computed transmission is 8.41 × 10⁻⁷ instead of 9.40 × 10⁻⁷, while the factor stays at 8.79.

**(d) What barrier would give a factor of nine, what widening costs a full decade of current, and how much does an error in the work function matter?**

*Answer.* Taking the logarithm of R = exp(2κΔ) gives κ = ln R/(2Δ). Since φ = ħ²κ²/(2m),

φ = (ħ²/8m)(ln R/Δ)².

The constant ħ²/8m is 1/(4 × 26.2468) eV nm². For R = 9,

φ = (2.197/0.1)²/(4 × 26.2468) eV = 4.60 eV.

A barrier of 4.5 eV is thus only 0.1 eV short of the one that gives nine.

For a decade, 2κΔ must equal ln 10, so

Δ = 2.303/21.736 nm = 0.106 nm.

For the work function, ln R is proportional to √φ, and a small change δφ gives

δR/R ≈ δ(ln R) = ln R × δφ/(2φ).

With δφ = 0.3 eV this is 2.174 × 0.3/9.0 = 0.07, or 7 % of R. The computed factors are 8.17 at φ = 4.2 eV and 9.44 at φ = 4.8 eV. An error of 0.3 eV in the barrier height thus moves the factor between about 8.2 and 9.4, so the decimals of 8.79 carry no weight for a real metal.

**(e) Now let the electrodes be wide, flat and parallel, so that electrons also arrive obliquely. How does the factor change?**

*Answer.* Flat surfaces conserve the wavevector q parallel to them. Each q is a separate channel, and there are d²q/(2π)² of them per unit area. An electron at the Fermi level that spends ħ²q²/2m on sideways motion has that much less energy for crossing the gap. Its decay constant is

κ_q = √(κ² + q²) ≈ κ + q²/(2κ) for q well below κ.

Its transmission falls accordingly. Keeping the slowly varying prefactor at its value for q = 0,

T_q ≈ T exp(−q²d/κ).

The conductance per area is 2e²/h times the sum over channels. With d²q = 2πq dq,

∫ T_q d²q/(2π)² ≈ (T/2π) ∫ q exp(−q²d/κ) dq = (T/2π) × κ/(2d) = Tκ/(4πd).

The upper limit may be taken as infinity if the sideways energies that count are far below E_F. The exponential has fallen to 1/e at q² = κ/d, where the sideways energy is φq²/κ² = φ/(κd) = 0.59 eV, against E_F = 7.0 eV.

The additional 1/d means that a wider gap also admits a narrower cone of directions. The factor becomes

R ≈ exp(2κΔ) (d + Δ)/d = 8.79 × 0.8/0.7 = 10.05.

A full sum over transverse wavevectors gives 10.12. The 0.7 % difference comes almost entirely from the expansion of κ_q. Without it, s = κ_q gives q dq = s ds, and the integral of s exp(−2ds) from κ to infinity is exp(−2κd) [κ/(2d)] [1 + 1/(2κd)]. The last bracket is 1.066 at 0.7 nm and 1.058 at 0.8 nm, which raises R by 0.8 %. The variation of the prefactor changes R by less than 0.1 %. For d much larger than Δ the extra ratio tends to 1, and the single-channel factor returns.

**(f) An electron in the gap is attracted by the charge it induces in the metals. Find this image energy, and explain how it alters the factor.**

*Answer.* Treat the metals as ideal conductors with surfaces at 0 and d, and put the electron at x. Repeated reflection in the two planes produces image charges −e at x + 2nd for n = ±1, ±2, …, and +e at −x + 2nd for all integers n. The images grow in proportion to the charge being brought in, so the work done is half the product of the final charge and the final image potential. With K = e²/(4πε₀), pairing the terms n and −n gives

W(x) = −(K/2) {1/(2x) + Σ [1/(2nd − 2x) + 1/(2nd + 2x) − 1/(nd)]}, n = 1, 2, …

Taking out 1/(2d) and writing u = x/d,

W = −(K/4d) {1/u + Σ [1/(n − u) + 1/(n + u) − 2/n]}.

At mid-gap, u = ½, the brace becomes 4(1 − 1/2 + 1/3 − 1/4 + …) = 4 ln 2, so

W(d/2) = −K ln 2/d = −1.43 eV at d = 0.7 nm.

The barrier there stands only 4.5 − 1.43 = 3.07 eV above the Fermi level. Nearer the surfaces it is lower still.

For a smooth barrier, cut the gap into thin slices, each of which reduces the probability by exp(−2κ(x)dx), where κ(x) belongs to the local height. This semiclassical estimate ignores reflections between slices:

T ∝ exp[−2 ∫ κ(x) dx], taken where the barrier is above E_F.

Widening the gap then does two things.

First, it inserts a slice 0.1 nm thick in the middle. Because W(d/2) varies as 1/d, the mid-gap height in the wider gap is 4.5 − 1.426 × 0.7/0.8 = 3.25 eV. The height within the new slice lies between 3.07 and 3.25 eV. As κ(x) goes as the square root of the height, the slice contributes a factor between

exp(2.174 √(3.07/4.5)) = 6.0 and exp(2.174 √(3.25/4.5)) = 6.3,

instead of 8.79.

Second, the rest of the barrier rises. At a fixed distance x from the nearer surface, each term of the sum in W can be combined as

1/(2nd − 2x) + 1/(2nd + 2x) − 1/(nd) = x²/[nd(n²d² − x²)],

which shrinks as d grows. The far surface pulls less, and this raises the factor again.

The complete semiclassical integral gives R = 6.93, and direct solution of the Schrödinger equation gives 6.91. The lower barrier in the new slice therefore outweighs the rise elsewhere, and the factor ends 21 % below 8.79. In these calculations the divergence of W at the surfaces is cut off at the bottom of the metal's band.

The current itself reacts far more strongly. At 0.7 nm the transmission rises from 9.40 × 10⁻⁷ to 2.9 × 10⁻⁴, about 300 times. The absolute current depends on the entire barrier, whereas the factor depends on what one more angstrom adds.

**(g) Judge the result for a real tunnelling microscope: which neglected effects matter, and what does a measured factor say about the barrier?**

*Answer.* Bias and temperature matter little here. At 0.1 V the single-channel factor is 8.786. The tunnelling electrons lie on average eV/2 below E_F, and the tilted barrier is on average eV/2 lower, so the mean height they face is unchanged to first order in V. At 300 K and vanishing bias the current at 0.7 nm rises by 0.30 % and the factor is 8.781. Electrons above and below E_F compensate to first order, which leaves a small second-order gain. The field in the gap is 0.010 V/0.7 nm = 0.14 MV/cm. Field emission, in which the barrier top falls below the emitter's Fermi level inside the gap, would need eV above φ in the rectangular model, far from 10 meV.

The geometry and the barrier shape do matter. For flat electrodes with image forces, the oblique electrons and the image energy act in opposite directions, and the computed factor is 8.09 at 0.7 nm and 8.24 at 1.0 nm.

The chosen parameters are ordinary for the instrument: copper surfaces have work functions of roughly 4.5 to 5 eV, gaps are some tenths of a nanometre up to about one, and currents are often between roughly ten picoamperes and a nanoampere. The free-electron picture is only rough for copper: on the (111) face a band gap leaves no bulk states at E_F moving at right angles to the surface, so the prefactor and the absolute current do not carry over there, although κ, which depends only on the barrier, does. The 0.73 pA of the rectangular barrier is low for such a junction. With image forces the same single channel would carry 77.48 μS × 2.9 × 10⁻⁴ × 10 mV, about 0.2 nA. Of the changes to the single-channel factor computed here, the largest comes from replacing the sharp rectangular barrier by the one rounded by image forces, which moves the factor from 8.79 to 6.91. The classical image energy is itself doubtful within about 0.1 nm of a surface, and the 300-fold rise in current depends strongly on how the barrier is treated there, so neither it nor the 0.2 nA is fixed even to an order of magnitude: placing the image planes 0.1 nm behind or 0.1 nm in front of the barrier edges changes the rise from about 20 to about 10⁴. The factor is far steadier. It stays near 6.9 when only the cut-off at the surfaces is changed, and it moves between about 7.3 and 6.2 for the same shifts of the image planes. A real tip is curved and fits neither the single channel nor the flat plates, and its factor has not been computed here.

The formula of part (d) turns a measured factor into an apparent barrier height. If the single-channel model with image forces were the truth, a measurement would give R = 6.91, and the formula would return

φ = (1.933/0.1)²/(4 × 26.2468) eV = 3.6 eV,

although the work function put in was 4.5 eV. For flat electrodes with image forces, R = 8.09 would return 4.2 eV. An apparent barrier up to about 1 eV below the work function is therefore no proof of a contaminated surface. The models here do not account for much lower values.

For the rectangular barrier and one channel the factor is 8.8. The other geometries and barrier shapes treated here, at φ = 4.5 eV and gaps of 0.7 to 1.0 nm, give values from about 7 to 10 when the image planes lie at the barrier edges. "Roughly nine" is a fair statement with that spread understood. The computed values are collected in the numerical output below.

Table of computed values

```
Fermi energy (rough, copper): 7.0 eV
barrier height phi: 4.5 eV
barrier top above band bottom: 11.5 eV
gap before and after: 0.7 nm, 0.8 nm
bias: 10 mV
2m/hbar^2: 26.2468 1/(eV nm^2)
kappa: 10.868 1/nm
2 kappa: 21.736 1/nm
2 kappa * widening: 2.1736
factor exp(2 kappa * widening): 8.790
kappa * gap: 7.608
matching constant C: 1.0496
thick-barrier prefactor: 3.811
thick-barrier T, narrow gap: 9.4022e-07
relative error of thick-barrier T: 4.5e-07
solved T, narrow gap: 9.4022e-07
solved T, wide gap: 1.0697e-07
solved factor: 8.790
conductance quantum 2e^2/h: 77.481 uS
one-channel current, narrow gap: 0.7285 pA
one-channel current, wide gap: 0.0829 pA
current factor at low bias: 8.790
T for Fermi energy 2.0 eV, narrow gap: 8.4088e-07
factor for Fermi energy 2.0 eV: 8.790
barrier for a factor of exactly 9: 4.598 eV
widening for one decade: 0.1059 nm
planar factor, rectangular barrier: 10.12
planar estimate factor*(d+widening)/d: 10.05
image energy at mid-gap: -1.426 eV
T with image force, narrow gap: 2.855e-04
image force multiplies T by: 303.6
one-channel factor with image force: 6.91
semiclassical factor with image force: 6.93
planar factor with image force, 0.7 nm: 8.09
planar factor with image force, 1.0 nm: 8.24
one-channel factor at 0.1 V: 8.786
one-channel factor at 300 K: 8.781
thermal rise of current at 300 K: 0.30 %
factor for phi = 4.2 eV: 8.17
factor for phi = 4.8 eV: 9.44
field in gap at low bias: 0.143 MV/cm
```
